# In-Plane Heat Conduction of a Thick Film with Diffuse Walls: a program that tests the result

```python
"""
In-plane heat conduction of a gray phonon film with fully diffuse walls.
Result under test, with delta = thickness / mean free path:
    k_film/k_bulk = 1 - 3/(8 delta) + R,
    R = 3/(2 delta) * [E3(delta) - E5(delta)],
    0 < R < 3 exp(-delta)/delta**3,
so that delta = 10 gives 0.9625 to better than 1.4e-7.
E_n is the exponential integral; mu is the direction cosine from the film
normal; g is the carrier deviation divided by its bulk value.
Independent roads: numerical integration of the transport equation,
random flights of carriers, and quadrature of the wall-layer loss.
"""
import numpy as np
from scipy.integrate import dblquad, quad, solve_ivp
from scipy.special import expn


def two_term_ratio(delta):
    return 1.0 - 3.0 / (8.0 * delta)


def remainder(delta):
    return 1.5 / delta * (expn(3, delta) - expn(5, delta))


def remainder_bound(delta):
    return 3.0 * np.exp(-delta) / delta**3


def full_ratio(delta):
    return two_term_ratio(delta) + remainder(delta)


def local_ratio(depth, delta):
    """Local conductivity / bulk; depth in mean free paths from one wall."""
    def loss(s):
        return 0.75 * (expn(2, s) - expn(4, s))
    return 1.0 - loss(depth) - loss(delta - depth)


def transport_solution(delta, n_directions=40):
    """Integrate mu dg/dz + g = 1 with g = 0 at the emitting wall.
    Returns conductivity ratios: film average, at a wall, at the centre."""
    nodes, weights = np.polynomial.legendre.leggauss(n_directions)
    average = wall = centre = 0.0
    for mu, w in zip(0.5 * (nodes + 1.0), 0.5 * weights):
        sol = solve_ivp(lambda z, y: [(1.0 - y[0]) / mu, y[0]],
                        (0.0, delta), [0.0, 0.0], method="LSODA",
                        t_eval=[0.0, 0.5 * delta, delta],
                        rtol=1e-9, atol=1e-11)
        assert sol.success
        g, integral_of_g = sol.y
        angular = w * (1.0 - mu**2)
        # both signs of mu contribute equally to the average and the centre
        average += 1.5 * angular * integral_of_g[2] / delta
        centre += 1.5 * angular * g[1]
        # at a wall: emitted carriers have g[0], arriving ones g[2]
        wall += 0.75 * angular * (g[0] + g[2])
    return average, wall, centre


def random_flight_ratio(delta, rng, n_carriers=60000, duration=200.0):
    """In-plane diffusion coefficient / bulk value, and standard error.
    Unit speed and unit mean free path; bulk diffusion coefficient is 1/3."""
    z = delta * rng.random(n_carriers)
    mu = 2.0 * rng.random(n_carriers) - 1.0
    x = np.zeros(n_carriers)
    y = np.zeros(n_carriers)
    time_left = np.full(n_carriers, duration)
    while np.any(time_left > 0.0):
        phi = 2.0 * np.pi * rng.random(n_carriers)
        free_path = -np.log(1.0 - rng.random(n_carriers))
        to_wall = np.where(mu > 0.0, delta - z, z) / np.abs(mu)
        other_end = np.minimum(free_path, time_left)
        hits_wall = to_wall <= other_end
        step = np.minimum(to_wall, other_end)
        in_plane = step * np.sqrt(1.0 - mu**2)
        x += in_plane * np.cos(phi)
        y += in_plane * np.sin(phi)
        z = np.clip(z + mu * step, 0.0, delta)
        z = np.where(hits_wall, np.where(mu > 0.0, delta, 0.0), z)
        time_left = time_left - step
        u = rng.random(n_carriers)
        # cosine-law emission from walls, isotropic scattering inside
        mu = np.where(hits_wall, -np.sign(mu) * np.sqrt(u), 2.0 * u - 1.0)
    samples = 3.0 * (x**2 + y**2) / (4.0 * duration)
    return samples.mean(), samples.std() / np.sqrt(n_carriers)


# Transport equation against the averaged and local formulas.
transport = {}
for delta in (1.0, 2.0, 5.0, 10.0):
    transport[delta] = transport_solution(delta)
    average, wall, centre = transport[delta]
    assert abs(average - full_ratio(delta)) < 1e-6
    assert abs(wall - local_ratio(0.0, delta)) < 1e-6
    assert abs(centre - local_ratio(0.5 * delta, delta)) < 1e-6

# Random flights: 2 percent covers about four standard errors plus the
# finite-duration bias of at most about 0.5 percent.
rng = np.random.default_rng(12345)
flights = {}
for delta in (1.0, 10.0):
    flights[delta] = random_flight_ratio(delta, rng)
    assert abs(flights[delta][0] / full_ratio(delta) - 1.0) < 0.02

# Remainder equals the part of the wall-layer loss lying beyond the film.
for delta in (2.0, 10.0):
    tail, _ = dblquad(lambda mu, z: (1.0 - mu**2) * np.exp(-z / mu),
                      delta, delta + 40.0, 0.0, 1.0,
                      epsabs=0.0, epsrel=1e-9)
    assert abs(1.5 / delta * tail / remainder(delta) - 1.0) < 1e-6

# Bound on the remainder over a wide range of thickness.
for delta in np.geomspace(0.05, 50.0, 60):
    assert 0.0 < remainder(delta) < remainder_bound(delta)

# Thickness of bulk conduction lost at one wall, in mean free paths.
lost_layer, _ = quad(lambda s: 0.75 * (expn(2, s) - expn(4, s)),
                     0.0, 60.0, epsabs=1e-11, limit=200)
assert abs(lost_layer - 3.0 / 16.0) < 1e-8

# The stated percentage.
assert abs(full_ratio(10.0) - 0.9625) < 1.4e-7

# Worked example with round model parameters.
heat_capacity = 1.0e7          # erg/(cm^3 K)
speed = 6.0e5                  # cm/s
mean_free_path_nm = 100.0
thickness_nm = 1000.0
cm_per_nm = 1.0e-7
si_per_cgs = 1.0e-5            # W/(m K) per erg/(cm s K)
delta = thickness_nm / mean_free_path_nm
k_bulk = heat_capacity * speed * mean_free_path_nm * cm_per_nm / 3.0
k_film = k_bulk * full_ratio(delta)

print(f"heat capacity per volume: {heat_capacity:.2e} erg/(cm^3 K)")
print(f"phonon speed: {speed:.2e} cm/s")
print(f"mean free path: {mean_free_path_nm:.1f} nm")
print(f"film thickness: {thickness_nm:.1f} nm")
print(f"thickness / mean free path: {delta:.2f} (no unit)")
print(f"leading loss 3/(8 delta): {3.0 / (8.0 * delta):.4f} (no unit)")
print(f"two-term ratio: {100 * two_term_ratio(delta):.4f} percent")
print(f"full ratio: {100 * full_ratio(delta):.7f} percent")
print(f"remainder R: {remainder(delta):.3e} (no unit)")
print(f"upper bound on R: {remainder_bound(delta):.3e} (no unit)")
print(f"bulk conductivity: {k_bulk:.4e} erg/(cm s K)")
print(f"bulk conductivity: {k_bulk * si_per_cgs:.2f} W/(m K)")
print(f"film conductivity: {k_film:.4e} erg/(cm s K)")
print(f"film conductivity: {k_film * si_per_cgs:.2f} W/(m K)")
print(f"lost layer per wall: {lost_layer * mean_free_path_nm:.2f} nm")
print(f"lost layer, both walls: {2 * lost_layer * mean_free_path_nm:.2f} nm")
print(f"local ratio at wall: {local_ratio(0.0, delta):.6f} (no unit)")
print(f"local ratio at centre: {local_ratio(delta / 2, delta):.6f} (no unit)")
print(f"transport-equation ratio: {transport[10.0][0]:.6f} (no unit)")
for d in (1.0, 10.0):
    value, error = flights[d]
    print(f"random flights, delta={d:.0f}: {value:.4f} +- {error:.4f} (no unit)")
print("delta | two-term ratio | full ratio | R (all without unit)")
for d in (1.0, 2.0, 5.0, 10.0, 20.0):
    print(f"{d:4.0f} | {two_term_ratio(d):.6f} | {full_ratio(d):.6f}"
          f" | {remainder(d):.2e}")
print("PASS")
```

Running it gives:

```
heat capacity per volume: 1.00e+07 erg/(cm^3 K)
phonon speed: 6.00e+05 cm/s
mean free path: 100.0 nm
film thickness: 1000.0 nm
thickness / mean free path: 10.00 (no unit)
leading loss 3/(8 delta): 0.0375 (no unit)
two-term ratio: 96.2500 percent
full ratio: 96.2500069 percent
remainder R: 6.886e-08 (no unit)
upper bound on R: 1.362e-07 (no unit)
bulk conductivity: 2.0000e+07 erg/(cm s K)
bulk conductivity: 200.00 W/(m K)
film conductivity: 1.9250e+07 erg/(cm s K)
film conductivity: 192.50 W/(m K)
lost layer per wall: 18.75 nm
lost layer, both walls: 37.50 nm
local ratio at wall: 0.500000 (no unit)
local ratio at centre: 0.999680 (no unit)
transport-equation ratio: 0.962500 (no unit)
random flights, delta=1: 0.6808 +- 0.0028 (no unit)
random flights, delta=10: 0.9552 +- 0.0039 (no unit)
delta | two-term ratio | full ratio | R (all without unit)
   1 | 0.625000 | 0.683857 | 5.89e-02
   2 | 0.812500 | 0.819108 | 6.61e-03
   5 | 0.925000 | 0.925052 | 5.16e-05
  10 | 0.962500 | 0.962500 | 6.89e-08
  20 | 0.981250 | 0.981250 | 5.26e-13
PASS
```
